Kramers pairs and the block form of time-even Hermitian matrices

## What symmetry fixes in advance

Reversing the motion of an electron leaves its position alone and reverses its momentum and its spin. An operator K that does this must satisfy

K r K⁻¹ = r,  K p K⁻¹ = −p,  K σ K⁻¹ = −σ,

where σ = (σx, σy, σz) are the Pauli matrices and the spin is s = σ/2. Atomic units are used in the algebra, so ħ = 1.

Apply K to the commutator x pₓ − pₓ x = i. The left side changes sign, so K i K⁻¹ = −i. K is therefore antilinear: it conjugates every number it passes. Let K0 be complex conjugation of the two components of a spinor, in the position representation and in the standard spin basis, where σx and σz are real and σy is imaginary. Write

K = U K0, with U unitary.

K0 already leaves r alone and reverses p = −i∇. Hence U commutes with r and p, and acts on spin alone. K0 leaves σx and σz unchanged and reverses σy. To reverse all three, U must anticommute with σx and σz and commute with σy. A 2×2 matrix that commutes with σy has the form a + bσy. Its anticommutator with σz is 2aσz, so a = 0. What remains is U = bσy with |b| = 1. The choice b = −i makes U real:

K = −iσy K0,  −iσy = [[0, −1], [1, 0]].

Because −iσy is real, K0 passes through it, and

K² = (−iσy)(−iσy) K0² = −σy² = −1.

Another phase changes nothing: (e^{iθ}K)² = e^{iθ}e^{−iθ}K² = −1.

This sign already decides the form of the answer. If a state were its own reverse, Ku = cu, then K²u = c*Ku = |c|²u. That cannot equal −u. States must come in pairs.

## Simplest case: one orbital

For a spinor with components a (up) and b (down),

K(a, b) = (−b*, a*).

A second application gives (−(a*)*, (−b*)*) = (−a, −b), as required.

Take one real orbital with two spin states. The most general Hermitian operator is

H = h₀ + h₁σx + h₂σy + h₃σz, with real coefficients.

K leaves the real number h₀ alone and reverses the other three terms. If H commutes with K, then h₁ = h₂ = h₃ = 0 and H = h₀. Both spin states have the same energy. The excluded terms are those of a magnetic field acting on the spin.

An operator that commutes with K is called time-even; one that changes sign, K Z K⁻¹ = −Z, is time-odd.

## Generalization: any time-even Hamiltonian

Let u = (a, b) and v = (c, d) now be functions of position. Then Ku = (−b*, a*), Kv = (−d*, c*), and

⟨Ku|Kv⟩ = ∫ (b d* + a c*) = [∫ (a*c + b*d)]* = ⟨u|v⟩*. (1)

Apply (1) to the two vectors u and Ku:

⟨Ku|K²u⟩ = ⟨u|Ku⟩*.

Since K² = −1, the left side is −⟨Ku|u⟩ = −⟨u|Ku⟩*. The number ⟨u|Ku⟩* equals its own negative, so

⟨u|Ku⟩ = 0. (2)

Now let H be Hermitian and time-even, with Hu = Eu. The eigenvalue E is real, so K does not change it:

H(Ku) = K(Hu) = K(Eu) = E(Ku).

By (2), Ku is orthogonal to u and so is a second state at the same energy. This is Kramers degeneracy.

The multiplicity, if finite, is also even. Suppose the level holds a further state v orthogonal to u and Ku. Equation (1) gives

⟨Ku|Kv⟩ = ⟨u|v⟩* = 0,

⟨u|Kv⟩ = ⟨Ku|K²v⟩* = −⟨Ku|v⟩* = 0.

So Kv lies outside the first pair too, and v and Kv form a new one. Pairs can be removed until nothing is left. A single leftover state is impossible, because its partner would also be left over.

**Limit: a spherical atom.** Take an s orbital at −1.0 eV and a p shell at 0 eV with spin-orbit coupling ζ l·s, ζ = 0.40 eV. With total angular momentum j,

l·s = [j(j+1) − l(l+1) − 3/4]/2.

For l = 1 this is 1/2 when j = 3/2 and −1 when j = 1/2. The levels are −1.0 eV (twofold), −ζ = −0.4 eV (twofold) and ζ/2 = 0.2 eV (fourfold). All multiplicities are even. Time reversal guarantees the evenness but not the value four, which here comes from the rotational symmetry: it is 2j + 1 for j = 3/2.

## The matrix in a paired basis

The removal of pairs works in any finite space that K maps into itself. Such a space therefore has an orthonormal basis made of functions φ_p and partners φ̄_p = Kφ_p. Note the sign on the way back:

Kφ̄_p = K²φ_p = −φ_p.

List all φ_p first, then all φ̄_p, and define

A_pq = ⟨φ_p|H|φ_q⟩,  B_pq = ⟨φ_p|H|φ̄_q⟩.

For time-even H the lower right block follows from HK = KH and (1):

⟨φ̄_p|H|φ̄_q⟩ = ⟨Kφ_p|K Hφ_q⟩ = ⟨φ_p|Hφ_q⟩* = A*_pq.

For the lower left block, replace φ_q by −Kφ̄_q:

⟨φ̄_p|H|φ_q⟩ = −⟨Kφ_p|K Hφ̄_q⟩ = −⟨φ_p|Hφ̄_q⟩* = −B*_pq.

The matrix is therefore

M = [[A, B], [−B*, A*]]. (3)

Hermiticity requires A† = A and −B* = B†. The complex conjugate of the second condition is

Bᵀ = −B. (4)

The diagonal of B vanishes, which is ⟨φ_p|H|Kφ_p⟩ = 0: H does not couple a function to its own partner.

For a Hermitian matrix, whose eigenvalues E are real, the form (3) implies the degeneracy. A state Σ(c_p φ_p + d_p φ̄_p) is sent by K to Σ(c_p* φ̄_p − d_p* φ_p), so on coefficients

(c, d) → (−d*, c*). (5)

Let Ac + Bd = Ec and −B*c + A*d = Ed. Acting with M on the partner gives, for its two halves,

−Ad* + Bc* = −(A*d − B*c)* = E(−d*),

B*d* + A*c* = (Bd + Ac)* = Ec*.

The partner has the same eigenvalue.

**Limit: one orbital.** B is then a single number equal to its own negative, so B = 0 and M = A times the unit matrix, as found above. If (4) is violated by a number b ≠ 0, the Hermitian matrix [[A, b], [b*, A]] has levels A ± |b|, and the pair is split.

The form (3) belongs to a paired basis. In another orthonormal basis of the same space the blocks need not be related this way, although the eigenvalues, which do not depend on the basis, are still paired. A finite basis whose span K does not map into itself carries no such guarantee.

## A case with no spatial symmetry

In the spherical atom, rotations also produce degeneracy. To remove them, use four real orthonormal orbitals s, px, py, pz with energies −1.0, 0, 0.3 and 0.7 eV. Let an electric field in a general direction mix s with px, py and pz by 0.1, 0.2 and 0.3 eV. Keep ζ = 0.40 eV.

A rotation or reflection about the nucleus that preserves three different p energies can do no more than change the signs of axes. Each sign change would reverse one of the three nonzero mixings. The identity alone survives.

The Hamiltonian is time-even: orbital energies and mixings are real and free of spin, and in l·s both factors change sign, since l = r × p contains one momentum. The basis is paired, because K turns a real orbital with spin up into the same orbital with spin down.

The matrix elements of l follow from differentiation. With l_z = −i(x∂_y − y∂_x),

l_z x = iy,  l_z y = −ix,  l_z z = 0,

and the other components follow by cyclic exchange of x, y, z. A common radial factor is unaffected. In spin blocks,

l·s = ½ [[l_z, l_x − i l_y], [l_x + i l_y, −l_z]],

so A is the spinless matrix plus (ζ/2)l_z, and B = (ζ/2)(l_x − i l_y). With ζ/2 = 0.2 eV and the order s, px, py, pz, in eV:

A =
[−1.0, 0.1, 0.2, 0.3]
[0.1, 0, −0.2i, 0]
[0.2, 0.2i, 0.3, 0]
[0.3, 0, 0, 0.7]

B =
[0, 0, 0, 0]
[0, 0, 0, 0.2]
[0, 0, 0, −0.2i]
[0, −0.2, 0.2i, 0]

For example, l_y z = ix gives B_px,pz = 0.2 × (−i)(i) = 0.2, while l_y x = −iz gives B_pz,px = 0.2 × (−i)(−i) = −0.2. A is Hermitian and B antisymmetric.

Numerical diagonalization of the 8×8 matrix gives four levels, each twofold to rounding error:

−1.0924, −0.1591, 0.4040, 0.8474 eV.

Their sum is zero within rounding, as is the sum of the four orbital energies; the spin-orbit term has no trace.

The partner rule can be followed by hand in the lowest doublet. A doublet leaves its eigenvectors free up to a rotation within it. Here u is fixed by projecting the s spin-up state onto the doublet and normalizing. Its coefficients are

c = (0.9681, −0.0936 − 0.0304i, −0.1463 + 0.0152i, −0.1694),

d = (0, −0.0364, −0.0296i, 0.0121 + 0.0197i).

The px row of Ac + Bd is

0.1(0.9681) − 0.2i(−0.1463 + 0.0152i) + 0.2(0.0121 + 0.0197i) = 0.1023 + 0.0332i,

and E times the px coefficient is −1.0924(−0.0936 − 0.0304i) = 0.1022 + 0.0332i, the same within the rounding of the coefficients.

By (5), the partner has upper half −d* and lower half c*. Its px spin-down row, taken from [−B*, A*], is

−0.2(−0.0121 + 0.0197i) + 0.1(0.9681) + 0.2i(−0.1463 − 0.0152i) = 0.1023 − 0.0332i.

This is the complex conjugate of the first result, and, within the same rounding, equals E times the conjugated px coefficient. The two states are not simply "up" and "down": u contains both spins.

**Limit: ζ = 0.** B vanishes and A is real. Each spinless level, at −1.0883, 0.0078, 0.3260 and 0.7544 eV, then occurs once with spin up and once with spin down. Spin-orbit coupling moves the levels and mixes the spins, but leaves the pairs intact.

## Perturbing a doublet

Let V be a time-even Hermitian perturbation. Within the doublet u, Ku, its matrix is (3) with one function in each block. By (4) the off-diagonal element is zero, and the two diagonal elements are equal. An electric field shifts the doublet without splitting it.

For a time-odd Z, use ZK = −KZ. Each derivation of a lower block gains one minus sign:

Z = [[A, B], [B*, −A*]].

Hermiticity now gives B* = B†, so Bᵀ = B, and diagonal elements of B are allowed. Within one doublet,

Z = [[a, b], [b*, −a]],  a = ⟨u|Z|u⟩ real,  b = ⟨u|Z|Ku⟩.

Its square is (a² + |b|²) times the unit matrix and its trace is zero, so its eigenvalues are ±√(a² + |b|²). To first order in Z the splitting is

Δ = 2√(a² + |b|²).

As an example take Z = μ_B ℬ(l_z + g s_z), with ℬ = 10 T along z, μ_B the Bohr magneton and g the magnitude of the free-electron g factor. The term quadratic in ℬ is left out. From the lowest doublet upward, the formula gives

1.14 × 10⁻³, 1.18 × 10⁻⁴, 2.05 × 10⁻³ and 1.01 × 10⁻³ eV.

Diagonalizing the full matrix with the field included gives the same values to these digits. The splittings differ by a factor of up to 17, because a and b depend on how spin and orbital motion are combined in each doublet. The symmetry fixes the form of Δ, not its size.

The field does not contradict the theorem. An external magnetic field is held fixed while the electron is reversed, so H + Z does not commute with K. Reversing the sources of the field as well would relate this problem to one with the opposite field, not to itself.

## Several electrons

For N electrons, reversal acts on every spin and conjugates the whole wave function:

K_N = (−iσy)₁(−iσy)₂ … (−iσy)_N K0.

The spin matrices are real and act on different electrons, so each contributes a factor −1 to the square:

K_N² = (−1)^N.

The Coulomb repulsion is real and free of spin, hence time-even. For odd N the proof carries over unchanged. For even N, the step leading to (2) gives ⟨u|Ku⟩* = ⟨u|Ku⟩*, which says nothing. Degeneracy is then possible but not enforced.

Both cases can be seen by placing electrons in the eight spin orbitals of the example. As a simple time-even interaction take, for each pair of electrons i and j,

W = w Σ_k d_k(i) d_k(j),  w = 0.50 eV,

where k runs over x, y, z, and d_k is the spin-free operator that turns s into p_k and p_k into s and gives zero on the other two p orbitals. This is a model coupling, not the full Coulomb repulsion. Diagonalization in the space of all determinants gives:

- Two electrons: the lowest level, −2.358 eV, is single. The next lies at −1.736 eV, which is 0.621 eV higher.
- Three electrons: the lowest levels are −2.904 eV (twice) and −2.377 eV (twice). All 56 levels form pairs.

## What this means for a two-component SCF

In a mean-field calculation the Hamiltonian depends on its own occupied spinors u_i, so its time-reversal symmetry is not automatic. Consider Hartree–Fock with a time-even one-electron part. The Coulomb term contains the density Σ u_i†u_i. The exchange operator acts as

(X_u v)(r) = Σ_i u_i(r) ∫ u_i†(r′)v(r′)/|r − r′| d³r′.

The integrand of (1) shows that (Ku_i)†(Kv) = (u_i†v)* at each point. Applying K to X_u v therefore gives

K X_u K⁻¹ = X_Ku.

The same pointwise identity shows that u_i and Ku_i have equal densities. If the occupied spinors form complete Kramers pairs, replacing every u_i by Ku_i returns the same occupied set up to signs. The signs cancel in the density and in X, where each spinor appears twice. The Fock operator is then time-even, has the form (3) in a paired basis, and has paired orbital energies.

With an odd number of electrons, a single determinant cannot consist of complete pairs. The argument then no longer protects the orbital energies, which may split. The pairing survives at the many-electron level. The determinant built from all Ku_i has the same energy expectation value, because the full Hamiltonian commutes with K_N. For odd N it is also orthogonal to the original determinant, because K_N² = −1, so it is a second state and not the same one.

An even number of electrons allows complete pairs but does not enforce them. An unrestricted SCF can converge to a lower solution whose occupied spinors are not Kramers pairs, as happens for a stretched single bond such as that of LiH, and its orbital energies need not be paired either.
